# Separating forward and return thresholds in antiferroelectric currents by constrained deconvolution: a numerical check

```python
"""Constrained deconvolution of antiferroelectric switching currents.

Result under test: the forward density f(E) and return density b(E) follow from
a unipolar triangular-sweep record y when tau*dy/dt + y = j and
    rising field:  j =  r*(kappa + f) + g*E
    falling field: j = -r*(kappa + b) + g*E
with f, b >= 0, equal integrals of f and b, and a quiet window where b = 0.
r: ramp rate; kappa: dielectric slope eps0*eps_r; g: ohmic leakage; tau: recorder
time. Units: MV/cm, uC/cm2, ms, mA/cm2; energy density is then in J/cm3.
The records are synthetic, made by an ODE solver from known densities.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid, cumulative_trapezoid
from scipy.optimize import nnls
from scipy.stats import norm

rng = np.random.default_rng(41)
field_max, period, tau = 3.5, 1.0, 0.020
rate = 2 * field_max / period
charge_true, eps_true, leak_true = 20.0, 35.0, 1.0
eps0 = const.epsilon_0 * 1e8 * 100       # uC/cm2 per MV/cm
kappa_true = eps0 * eps_true
noise_sd, quiet_start = 2.0, 2.8
half_samples, intervals = 200, 50
dt = period / (2 * half_samples)
sweep = np.linspace(0, field_max, half_samples + 1)
nodes = np.linspace(0, field_max, intervals + 1)
spacing = nodes[1]
n = len(nodes)
fine = np.linspace(0, field_max, 7001)


def truncated_gaussian(field, center, width):
    mass = norm.cdf(field_max, center, width) - norm.cdf(0, center, width)
    z = (field - center) / width
    return np.exp(-z * z / 2) / (width * np.sqrt(2 * np.pi) * mass)


def forward_density(field):
    return charge_true * (0.7 * truncated_gaussian(field, 1.9, 0.30)
                          + 0.3 * truncated_gaussian(field, 2.5, 0.25))


def return_density(field):
    return charge_true * truncated_gaussian(field, 1.1, 0.30)


def simulate(forward=1.0, backward=1.0, kappa=kappa_true, leak=leak_true):
    """Periodic recorder output, including the sample at time zero."""
    def rising(t, y):
        e = rate * t
        return (rate * (kappa + forward * forward_density(e)) + leak * e - y) / tau

    def falling(t, y):
        e = field_max - rate * t
        return (-rate * (kappa + backward * return_density(e)) + leak * e - y) / tau

    times = np.linspace(0, period / 2, half_samples + 1)
    start, pieces = 0.0, []
    for equation in (falling, rising, falling):
        solution = solve_ivp(equation, (0, period / 2), [start], t_eval=times,
                             max_step=0.005, rtol=1e-8, atol=1e-8)
        assert solution.success
        pieces.append(solution.y[0])
        start = solution.y[0, -1]
    return np.concatenate((pieces[1], pieces[2][1:]))


def hats(field):
    return np.maximum(0, 1 - np.abs(field[:, None] - nodes) / spacing)


def build_model(recorder_time):
    """Columns: forward nodes, return nodes, dielectric slope, leakage."""
    down = sweep[::-1]

    def drive(up_field, down_field):
        m = len(up_field)
        top = np.column_stack((rate * hats(up_field), np.zeros((m, n)),
                               np.full(m, rate), up_field))
        bottom = np.column_stack((np.zeros((m, n)), -rate * hats(down_field),
                                  np.full(m, -rate), down_field))
        return np.vstack((top, bottom))

    a = dt / recorder_time
    decay = np.exp(-a)
    right_weight = 1 - (1 - decay) / a
    source = ((1 - decay - right_weight) * drive(sweep[:-1], down[:-1])
              + right_weight * drive(sweep[1:], down[1:]))
    count = len(source)
    state = decay ** np.arange(count - 1, -1, -1) @ source / (1 - decay ** count)
    output = np.empty_like(source)
    for i in range(count):
        state = decay * state + source[i]
        output[i] = state
    return output


weights = np.full(n, spacing)
weights[[0, -1]] /= 2
charge_row = np.concatenate((weights, -weights, [0, 0]))
second = np.diff(np.eye(n), 2, axis=0)
roughness = np.zeros((2 * (n - 2), 2 * n + 2))
roughness[:n - 2, :n] = second
roughness[n - 2:, n:2 * n] = second
keep = np.ones(2 * n + 2, bool)
keep[n:2 * n] = nodes < quiet_start - 1e-9


def fit(model, record, smoothing, conserve=True):
    stack = np.vstack((model[:, keep], np.sqrt(smoothing) * roughness[:, keep]))
    rhs = np.concatenate((record, np.zeros(len(roughness))))
    q, triangular = np.linalg.qr(stack)
    reduced = q.T @ rhs
    answer = np.zeros(2 * n + 2)
    if not conserve:
        answer[keep] = nnls(triangular, reduced, maxiter=3000)[0]
        return answer
    row, penalty, target = charge_row[keep], 1000.0, 0.0
    extended = np.vstack((triangular, penalty * row))
    for _ in range(30):
        x = nnls(extended, np.append(reduced, penalty * target), maxiter=3000)[0]
        gap = row @ x
        if abs(gap) < 1e-8:
            break
        target -= gap
    answer[keep] = x
    return answer


def statistics(density):
    total = trapezoid(density, fine)
    mean = trapezoid(fine * density, fine) / total
    width = np.sqrt(trapezoid((fine - mean) ** 2 * density, fine) / total)
    return total, mean, width


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


f_true, b_true = forward_density(fine), return_density(fine)
qf, mf, sf = statistics(f_true)
qb, mb, sb = statistics(b_true)

# Closed-cycle charge leaves leakage only.
clean_full = simulate()
clean = clean_full[1:]
assert abs(clean.mean() - leak_true * field_max / 2) < 0.01

# Recorder delay and broadening of an isolated forward pulse.
pulse = simulate(backward=0, kappa=0, leak=0)
clock = np.linspace(0, period, len(pulse))
pulse_charge = trapezoid(pulse, clock)
pulse_mean = trapezoid(clock * pulse, clock) / pulse_charge
pulse_var = trapezoid((clock - pulse_mean) ** 2 * pulse, clock) / pulse_charge
assert abs(pulse_mean - mf / rate - tau) < 1e-4
assert abs(pulse_var - (sf / rate) ** 2 - tau ** 2) < 1e-5

# False charge left by subtracting a constant dielectric current after reversal.
dielectric = simulate(forward=0, backward=0, leak=0)
false_charge = trapezoid(dielectric[half_samples:] + rate * kappa_true, dx=dt)
assert abs(false_charge / (2 * rate * kappa_true * tau) - 1) < 0.01

# Noise growth under direct inversion with central differences.
white = rng.normal(size=20000)
inverted = white[1:-1] + tau * (white[2:] - white[:-2]) / (2 * dt)
noise_gain = inverted.std() / white.std()
assert abs(noise_gain / np.sqrt(1 + tau ** 2 / (2 * dt ** 2)) - 1) < 0.05

# Identifiability from singular values.
model = build_model(tau)


def missing_directions(matrix):
    singular = np.linalg.svd(matrix, compute_uv=False)
    return int(np.sum(singular < 1e-10 * singular[0]))


with_charge = np.vstack((model, charge_row))
missing = [missing_directions(model), missing_directions(with_charge),
           missing_directions(with_charge[:, keep]),
           missing_directions(model[:, keep])]
assert missing == [2, 1, 0, 0]

# Smoothing chosen by predicting one noisy cycle from the other.
records = [clean + rng.normal(0, noise_sd, len(clean)) for _ in range(2)]
smoothing_grid = 10 ** np.arange(0, 5.1, 0.5)
scores = []
for smoothing in smoothing_grid:
    errors = [model @ fit(model, records[i], smoothing) - records[1 - i]
              for i in range(2)]
    scores.append(np.sqrt(np.mean(np.square(errors))))
best = smoothing_grid[int(np.argmin(scores))]
record = np.mean(records, axis=0)
x = fit(model, record, best)
f_fit = np.interp(fine, nodes, x[:n])
b_fit = np.interp(fine, nodes, x[n:2 * n])
fit_f, fit_b = statistics(f_fit), statistics(b_fit)
kappa_fit, leak_fit = x[-2:]

# Optimality conditions of the constrained convex problem.
gradient = (model.T @ (model @ x - record)
            + best * roughness.T @ (roughness @ x))[keep]
row, positive = charge_row[keep], x[keep] > 0
multiplier = -(row[positive] @ gradient[positive]) / (row[positive] @ row[positive])
reduced_gradient = gradient + multiplier * row
scale = np.max(np.abs(model.T @ record))
assert np.max(np.abs(reduced_gradient[positive])) < 1e-6 * scale
assert np.min(reduced_gradient) > -1e-6 * scale
assert abs(charge_row @ x) < 1e-6

# Recovery compared with the known densities and with plain subtraction.
naive_f = np.interp(fine, sweep[1:], record[:half_samples] / rate - kappa_true)
naive_b = np.interp(fine, sweep[:-1],
                    (-record[half_samples:] / rate - kappa_true)[::-1])


def density_error(f, b):
    return trapezoid(np.abs(f - f_true) + np.abs(b - b_true), fine) / (qf + qb)


fit_error, naive_error = density_error(f_fit, b_fit), density_error(naive_f, naive_b)
assert fit_error < 0.12 and fit_error < 0.5 * naive_error
assert abs(fit_f[0] - qf) < 0.8
assert abs(fit_f[1] - mf) < 0.04 and abs(fit_b[1] - mb) < 0.04
assert abs(leak_fit - leak_true) < 0.15

# Repeated noise: value of the charge constraint.
tied, untied = [], []
for _ in range(12):
    trial = clean + rng.normal(0, noise_sd / np.sqrt(2), len(clean))
    for conserve, results in ((True, tied), (False, untied)):
        z = fit(model, trial, best, conserve)
        forward = statistics(np.interp(fine, nodes, z[:n]))
        backward = statistics(np.interp(fine, nodes, z[n:2 * n]))
        results.append([z[-1], forward[0], forward[1], backward[1],
                        forward[0] - backward[0]])
tied, untied = np.array(tied), np.array(untied)
leak_rms = [np.sqrt(np.mean((a[:, 0] - leak_true) ** 2)) for a in (tied, untied)]
mismatch_rms = np.sqrt(np.mean(untied[:, 4] ** 2))
assert leak_rms[0] < leak_rms[1]

# Explicit regions: major loops ignore pairing, minor loops do not.
probability = (np.arange(400) + 0.5) / 400


def quantiles(density):
    cumulative = cumulative_trapezoid(density, fine, initial=0)
    return np.interp(probability, cumulative / cumulative[-1], fine)


on_field, off_field = quantiles(f_true), quantiles(b_true)
shuffled = off_field.copy()
for i, k in rng.integers(0, 400, (5000, 2)):
    if shuffled[i] < on_field[k] and shuffled[k] < on_field[i]:
        shuffled[[i, k]] = shuffled[[k, i]]
assert np.all(off_field < on_field) and np.all(shuffled < on_field)


def region_loop(top, off):
    rise = np.linspace(0, top, 701)
    path = np.concatenate((rise, rise[-2::-1]))
    polar, trace = np.zeros(400, bool), []
    for e in path:
        polar = (polar | (e >= on_field)) & (e > off)
        trace.append(charge_true * polar.mean())
    return path, np.array(trace)


path, polarization = region_loop(field_max, off_field)
assert np.allclose(polarization, region_loop(field_max, shuffled)[1], atol=1e-12)
minor_means = []
for off in (off_field, shuffled):
    e, p = region_loop(2.0, off)
    minor_means.append(trapezoid(e[700:], p[700:]) / (p[-1] - p[700]))
assert abs(minor_means[0] - minor_means[1]) > 0.05
displacement = kappa_true * path + polarization
released_loop = -trapezoid(path[700:], displacement[700:])
lost_loop = trapezoid(path, displacement)


def energies(kappa, charge, forward_mean, return_mean):
    return (kappa * field_max ** 2 / 2 + charge * return_mean,
            charge * (forward_mean - return_mean))


energy_true = energies(kappa_true, qf, mf, mb)
energy_fit = energies(kappa_fit, fit_f[0], fit_f[1], fit_b[1])
assert abs(released_loop - energy_true[0]) < 0.1
assert abs(lost_loop - energy_true[1]) < 0.1


# With negative return fields, different bipolar ensembles can look identical.
def bipolar_branch(regions):
    states, trace = np.ones(len(regions), int), []
    for e in np.linspace(1, -1, 1002):
        for i, (on, off) in enumerate(regions):
            if states[i] == 1 and e <= off:
                states[i] = 0
            if states[i] == 0 and e <= -on:
                states[i] = -1
        trace.append(states.mean())
    return np.array(trace)


ensemble_a = [(0.6, -0.2), (0.5, -0.3)]
ensemble_b = [(0.3, -0.2), (0.6, -0.5)]
assert np.array_equal(bipolar_branch(ensemble_a), bipolar_branch(ensemble_b))
ambiguous_means = [np.mean([v[0] for v in a]) for a in (ensemble_a, ensemble_b)]
assert abs(ambiguous_means[0] - ambiguous_means[1]) > 0.05

# Sizes of neglected effects, using rough device parameters.
thickness_nm, area_cm2, resistance = 10.0, 1e-4, 50.0
series_shift = (np.max(np.abs(clean)) * 1e-3 * area_cm2 * resistance
                / (thickness_nm * 1e-7) / 1e6)
layer_nm, layer_eps = 0.2, 30.0
layer_shift = charge_true / (eps0 * layer_eps) * layer_nm / thickness_nm
contrast_charge = eps0 * 5 * (mf - mb)
switch_energy = charge_true * 0.01 * 27e-27       # J per (V/m), volume 27 nm3
rate_shift = const.k * 300 * np.log(10) / switch_energy / 1e8
thermal_shift = const.k * 60 * np.log(1e12 * 1e-4) / switch_energy / 1e8
barrier, mass_ratio, field_si = 2 * const.e, 0.25, field_max * 1e8
exponent = (4 * np.sqrt(2 * mass_ratio * const.m_e) * barrier ** 1.5
            / (3 * const.hbar * const.e * field_si))
tunnel = (const.e ** 3 * field_si ** 2
          / (8 * np.pi * const.h * barrier * mass_ratio) * np.exp(-exponent) * 0.1)
heat_flux = energy_true[1] * thickness_nm * 1e-7 / (period * 1e-3)
heating = heat_flux * np.sqrt(area_cm2 / np.pi) / 1.5
wrong_tau = fit(build_model(1.1 * tau), record, best)
wrong_f = statistics(np.interp(fine, nodes, wrong_tau[:n]))
wrong_b = statistics(np.interp(fine, nodes, wrong_tau[n:2 * n]))

print(f"Peak field {field_max} MV/cm; cycle {period} ms; recorder time {tau*1e3:.0f} us")
print(f"Ramp {rate:.1f} MV/cm/ms; film {thickness_nm:.0f} nm; noise {noise_sd} mA/cm2 per cycle")
print(f"Samples per cycle {len(clean)}; nodes per density {n}; quiet above {quiet_start} MV/cm")
show("Dielectric slope, input", kappa_true, "uC/cm2 per MV/cm")
show("Dielectric current, input", rate * kappa_true, "mA/cm2", 2)
show("Largest clean current magnitude", np.max(np.abs(clean)), "mA/cm2", 1)
show("Clean cycle-average current", clean.mean(), "mA/cm2", 4)
show("Recorder field lag", rate * (pulse_mean - mf / rate), "MV/cm", 4)
show("False dielectric charge after reversal", false_charge, "uC/cm2")
show("Direct-inversion noise gain", noise_gain, "", 2)
print("Missing directions: none, charge, charge+window, window:", *missing)
show("Chosen smoothing lambda (MV/cm/ms)^2", best, "", 1)
show("Cross-cycle prediction rms", min(scores), "mA/cm2")
show("Switching charge, input", qf, "uC/cm2")
show("Switching charge, fitted", fit_f[0], "uC/cm2")
print(f"Forward mean, input/fitted: {mf:.3f} / {fit_f[1]:.3f} MV/cm")
print(f"Return mean, input/fitted: {mb:.3f} / {fit_b[1]:.3f} MV/cm")
print(f"Forward rms width, input/fitted: {sf:.3f} / {fit_f[2]:.3f} MV/cm")
print(f"Return rms width, input/fitted: {sb:.3f} / {fit_b[2]:.3f} MV/cm")
overlaps = [trapezoid(np.minimum(f, b), fine) / q for f, b, q in
            ((f_true, b_true, qf), (f_fit, b_fit, fit_f[0]))]
print(f"Density overlap, input/fitted: {overlaps[0]:.3f} / {overlaps[1]:.3f}")
print(f"Relative permittivity, input/fitted: {eps_true:.2f} / {kappa_fit/eps0:.2f}")
print(f"Leakage, input/fitted: {leak_true:.3f} / {leak_fit:.3f} mA/cm2 per MV/cm")
show("Leakage from noisy cycle average", record.mean() / (field_max / 2),
     "mA/cm2 per MV/cm")
print(f"Relative density error, fit/plain subtraction: {fit_error:.3f} / {naive_error:.3f}")
print(f"Plain forward/return charge: {trapezoid(naive_f, fine):.3f} / {trapezoid(naive_b, fine):.3f} uC/cm2")
print(f"Leakage rms error, conserved/free: {leak_rms[0]:.3f} / {leak_rms[1]:.3f} mA/cm2 per MV/cm")
show("Free-fit charge mismatch rms", mismatch_rms, "uC/cm2")
show("Repeat scatter of charge", tied[:, 1].std(ddof=1), "uC/cm2")
print(f"Repeat scatter of forward/return mean: {tied[:,2].std(ddof=1):.4f} / {tied[:,3].std(ddof=1):.4f} MV/cm")
print(f"Released energy, input/fitted: {energy_true[0]:.2f} / {energy_fit[0]:.2f} J/cm3")
print(f"Hysteresis loss, input/fitted: {energy_true[1]:.2f} / {energy_fit[1]:.2f} J/cm3")
print(f"Region-loop released/lost energy: {released_loop:.2f} / {lost_loop:.2f} J/cm3")
print(f"Minor-loop return means for two pairings: {minor_means[0]:.3f} / {minor_means[1]:.3f} MV/cm")
print(f"Bipolar ambiguity, forward means: {ambiguous_means[0]:.3f} / {ambiguous_means[1]:.3f} MV/cm")
print(f"Series resistance {resistance:.0f} ohm, area {area_cm2:.1e} cm2: shift {series_shift:.5f} MV/cm")
print(f"Interface {layer_nm} nm, permittivity {layer_eps:.0f}: shift {layer_shift:.3f} MV/cm")
show("Charge mismatch for permittivity contrast 5", contrast_charge, "uC/cm2")
show("Threshold shift per decade of rate, 27 nm3, 300 K", rate_shift, "MV/cm", 4)
show("Threshold shift 300 to 360 K, 1e12/s, 0.1 ms", thermal_shift, "MV/cm", 4)
print(f"Tunnelling at peak field, 2 eV, mass 0.25: {tunnel:.2e} mA/cm2")
print(f"Steady heating, substrate 1.5 W/cm/K: {heating:.2e} K")
show("Peak field / rough 5 MV/cm breakdown field", field_max / 5, "", 2)
print(f"10% high tau, forward/return mean change: {wrong_f[1]-fit_f[1]:.4f} / {wrong_b[1]-fit_b[1]:.4f} MV/cm")
print("OK")
```

Running it gives:

```
Peak field 3.5 MV/cm; cycle 1.0 ms; recorder time 20 us
Ramp 7.0 MV/cm/ms; film 10 nm; noise 2.0 mA/cm2 per cycle
Samples per cycle 400; nodes per density 51; quiet above 2.8 MV/cm
Dielectric slope, input: 3.099 uC/cm2 per MV/cm
Dielectric current, input: 21.69 mA/cm2
Largest clean current magnitude: 192.1 mA/cm2
Clean cycle-average current: 1.7500 mA/cm2
Recorder field lag: 0.1400 MV/cm
False dielectric charge after reversal: 0.869 uC/cm2
Direct-inversion noise gain: 5.81
Missing directions: none, charge, charge+window, window: 2 1 0 0
Chosen smoothing lambda (MV/cm/ms)^2: 31.6
Cross-cycle prediction rms: 2.023 mA/cm2
Switching charge, input: 20.000 uC/cm2
Switching charge, fitted: 20.223 uC/cm2
Forward mean, input/fitted: 2.080 / 2.076 MV/cm
Return mean, input/fitted: 1.100 / 1.097 MV/cm
Forward rms width, input/fitted: 0.397 / 0.405 MV/cm
Return rms width, input/fitted: 0.300 / 0.307 MV/cm
Density overlap, input/fitted: 0.152 / 0.157
Relative permittivity, input/fitted: 35.00 / 34.22
Leakage, input/fitted: 1.000 / 0.925 mA/cm2 per MV/cm
Leakage from noisy cycle average: 0.929 mA/cm2 per MV/cm
Relative density error, fit/plain subtraction: 0.014 / 0.370
Plain forward/return charge: 19.758 / 18.130 uC/cm2
Leakage rms error, conserved/free: 0.057 / 0.735 mA/cm2 per MV/cm
Free-fit charge mismatch rms: 1.258 uC/cm2
Repeat scatter of charge: 0.094 uC/cm2
Repeat scatter of forward/return mean: 0.0021 / 0.0023 MV/cm
Released energy, input/fitted: 40.98 / 40.75 J/cm3
Hysteresis loss, input/fitted: 19.60 / 19.79 J/cm3
Region-loop released/lost energy: 40.98 / 19.60 J/cm3
Minor-loop return means for two pairings: 0.835 / 1.081 MV/cm
Bipolar ambiguity, forward means: 0.550 / 0.450 MV/cm
Series resistance 50 ohm, area 1.0e-04 cm2: shift 0.00096 MV/cm
Interface 0.2 nm, permittivity 30: shift 0.151 MV/cm
Charge mismatch for permittivity contrast 5: 0.434 uC/cm2
Threshold shift per decade of rate, 27 nm3, 300 K: 0.0177 MV/cm
Threshold shift 300 to 360 K, 1e12/s, 0.1 ms: 0.0283 MV/cm
Tunnelling at peak field, 2 eV, mass 0.25: 3.89e-02 mA/cm2
Steady heating, substrate 1.5 W/cm/K: 7.37e-05 K
Peak field / rough 5 MV/cm breakdown field: 0.70
10% high tau, forward/return mean change: -0.0192 / 0.0130 MV/cm
OK
```
